\section*{Bond ellipticity is not a measure of pi bond order}

\section{A calibration that fails}

Suppose the ellipticity of a carbon--carbon bond is read as its pi bond order. Ethane has ellipticity $0$, benzene $0.235$ and ethylene $0.419$, so the reading seems sound, and one may calibrate it by setting ethylene to pi order $1$. Applied to acetylene, the same scale returns pi order $0$: the triple bond is reported as a single bond. Applied to cyclopropane, a ring of single bonds, it returns $0.513/0.419\approx1.2$, more pi bonding than in ethylene. Ellipticity compares two curvatures of the density. When the two are equal to begin with, whatever is added equally to both leaves them equal and goes uncounted, which is the failure in acetylene. It also responds to any inequality between them, whether or not pi electrons cause it, which is the failure in cyclopropane.

Let $\rho(\mathbf r)$ be the electron density. A bond critical point is a point between two bonded atoms where $\nabla\rho=0$ and the matrix of second derivatives (the Hessian) has two negative eigenvalues and one positive,
\begin{equation}
\lambda_1\le\lambda_2<0<\lambda_3 .
\end{equation}
The eigenvector of $\lambda_3$ points along the bond; the other two are perpendicular to it. The ellipticity is
\begin{equation}
\varepsilon=\frac{\lambda_1}{\lambda_2}-1\ \ge 0 .
\label{eq:eps}
\end{equation}
The eigenvector of $\lambda_2$ is called the soft axis here: along it the density falls off most slowly. Throughout, $x$ runs along the C--C line, planar molecules and the cyclopropane ring lie in the $xy$ plane, and $z$ points out of that plane.

The pi order needs a definition that does not use $\varepsilon$. In H\"uckel theory the Coulson order between atoms 1 and 2 is $p=2\sum_i c_{1i}c_{2i}$, summed over the doubly occupied pi orbitals. Ethylene has one such orbital with $c_1=c_2=1/\sqrt2$, so $p=1$. In benzene the occupied ring orbitals have angular numbers $k=0,\pm1$, and
\begin{equation}
p=\frac{2}{6}\left(\cos0+2\cos\frac{2\pi}{6}\right)=\frac13(1+1)=\frac23 .
\end{equation}
Acetylene has two perpendicular pi sets, each like that of ethylene, so its total is $2$. Ethane has no pi set in this model, and its order is $0$.

The curvatures below come from restricted Hartree--Fock calculations in the 6-311G** basis with density fitting, at fixed round geometries near equilibrium. Electron correlation and vibration are left out. Curvatures are in atomic units, $e/\mathrm{bohr}^5$. The digits shown belong to this level and are not converged. In the cc-pVTZ basis the perpendicular curvatures of ethylene become $-0.878$ and $-0.627$ ($\varepsilon=0.400$) and cyclopropane has $\varepsilon=0.541$; benzene in def2-TZVP has $0.216$; the PBE0 functional in 6-311G** gives $0.344$ for ethylene and $0.506$ for cyclopropane. The calibrated value $1.2$ for cyclopropane ranges from $1.1$ (6-31G*) to $1.5$ (PBE0). The ordering of the ellipticities, the soft axes and the zeros are the same in all these settings.

\begin{center}
\begin{tabular}{lccccc}
 & $p$ & $\lambda_1$ & $\lambda_2$ & $\varepsilon$ & soft axis\\
ethane & 0 & $-0.472$ & $-0.472$ & 0 & none\\
benzene & 2/3 & $-0.673$ & $-0.545$ & 0.235 & $z$\\
ethylene & 1 & $-0.776$ & $-0.547$ & 0.419 & $z$\\
acetylene & 2 & $-0.625$ & $-0.625$ & 0 & none\\
cyclopropane & -- & $-0.480$ & $-0.317$ & 0.513 & $y$
\end{tabular}
\end{center}

The pi order rises down the first four rows while $\varepsilon$ rises and then returns to zero. For the three molecules with pi sets, the ordering does not depend on using H\"uckel theory. The pi part of the Mayer index, taken from the Hartree--Fock density matrix, is $0.45$, $0.98$ and $1.98$ for benzene, ethylene and acetylene. In a minimal orthogonal basis this index equals $p^2$ summed over the pi sets, that is $4/9$, $1$ and $2$. Its scale differs from that of $p$, but its order is the same.

\section{What a pi pair does to the curvatures}

For a closed-shell molecule with real orbitals $\psi_i$, each holding two electrons, $\rho=2\sum_i\psi_i^2$. Differentiating twice with the product rule gives
\begin{align}
\frac{\partial\rho}{\partial z}&=4\sum_i\psi_i\frac{\partial\psi_i}{\partial z},\\
\frac{\partial^2\rho}{\partial z^2}&=4\sum_i\left(\frac{\partial\psi_i}{\partial z}\right)^2+4\sum_i\psi_i\frac{\partial^2\psi_i}{\partial z^2}.
\label{eq:rhozz}
\end{align}
Let $z=0$ be a mirror plane, so that each orbital is even or odd in $z$. On the plane an even orbital has $\partial_z\psi_i=0$ and enters only the second sum. An odd orbital has $\psi_i=0$ there and enters only the first. Hence, on the plane,
\begin{equation}
\frac{\partial^2\rho}{\partial z^2}=K_z+L_z,\qquad
K_z=4\sum_{\rm even}\psi_i\frac{\partial^2\psi_i}{\partial z^2},\qquad
L_z=4\sum_{\rm odd}\left(\frac{\partial\psi_i}{\partial z}\right)^2\ge0 .
\label{eq:KL}
\end{equation}

The pi orbitals of a planar molecule are the odd ones. Since they vanish everywhere on the plane, their derivatives along $x$ and $y$ vanish there too. They therefore add nothing to $\rho$, to $\nabla\rho$ or to the in-plane curvatures at the bond point. Their one effect on the Hessian is the positive lift $L_z$, which makes the negative out-of-plane curvature weaker. For ethylene,
\begin{equation}
\lambda_z=-0.906+0.359=-0.547,\qquad \lambda_y=-0.776,\qquad
\varepsilon=\frac{0.776}{0.547}-1=0.419 .
\end{equation}

Without the lift, and with the other orbitals left as they are, the perpendicular curvatures would be $-0.776$ along $y$ and $-0.906$ along $z$. The ellipticity would then be $0.906/0.776-1=0.17$, with the soft axis in the molecular plane. The framework of ethylene is thus not round. Because $y=0$ is also a mirror plane of ethylene, Eq.~(\ref{eq:KL}) applies to $y$ as well:
\begin{equation}
\lambda_y=K_y+L_y=-0.940+0.164=-0.776 ,
\end{equation}
where the lift $L_y$ comes from the in-plane orbital of the CH$_2$ groups that is odd in $y$ and even along the bond. Here $\varepsilon=(\lambda_z-\lambda_y)/|\lambda_z|$, and the numerator is the imbalance
\begin{equation}
\lambda_z-\lambda_y=(K_z-K_y)+(L_z-L_y)=0.034+0.195=0.229 ,
\end{equation}
to which the pi pair contributes $L_z=0.359$ and all the other orbitals together $0.034-0.164=-0.130$. The framework thus hides part of the pi lift.

A thought experiment shows the consequence. Multiply the pi density of ethylene by a factor $s$ between 0 and 1 and keep the rest fixed, so that $\lambda_z(s)=-0.906+0.359\,s$. The two perpendicular curvatures become equal when
\begin{equation}
s=\frac{0.906-0.776}{0.359}=0.36 .
\end{equation}
As $s$ grows from 0 to 1, $\varepsilon$ falls from $0.17$ to zero and then climbs to $0.419$. The balance point moves to $0.34$ in the cc-pVTZ basis and to $0.47$ with PBE0, but it remains between 0 and 1. Even in one planar framework, then, $\varepsilon$ need not increase with the amount of pi density, and a zero can be an accidental balance.

\section{Acetylene: two lifts that cancel in the comparison}

Near the axis of acetylene the two occupied pi orbitals have the form $\psi_y=f\,y$ and $\psi_z=f\,z$, with the same factor $f$, because a quarter turn about the axis carries one into the other. Their joint density is
\begin{equation}
\rho_\pi=2f^2y^2+2f^2z^2=2f^2(y^2+z^2),
\end{equation}
which is round. On the axis its curvature is $4f^2$ along $y$ and $4f^2$ along $z$, so $L_y=L_z$. The computed lifts are both $0.547$, and
\begin{equation}
\lambda_y=\lambda_z=-1.172+0.547=-0.625,\qquad \varepsilon=0 .
\end{equation}

Each lift is larger than the one in ethylene, so the pi electrons are plainly present in the curvatures. They are absent from the ratio. To expose the cancellation, delete the $\psi_y$ pair from the computed density without letting the other orbitals relax. The result is a diagnostic density with two electrons fewer, not a real ion. The bond point stays where it was, because $\psi_y$ vanishes on the axis and adds nothing to the gradient there. The curvature along $y$ loses its lift:
\begin{equation}
\lambda_y=-1.1718,\qquad \lambda_z=-0.6246,\qquad
\varepsilon=\frac{1.1718}{0.6246}-1=0.876 .
\end{equation}
Deleting the second pair as well removes the other lift, leaves both curvatures at $-1.172$, and brings $\varepsilon$ back to zero. With zero, one and two pi pairs on the same framework, the ellipticity is $0$, $0.876$ and $0$.

\section{The general statement and its proof}

\textbf{Statement.} If a bond critical point lies on a rotation axis of order $n\ge3$ of the electron density, and the bond runs along that axis, then $\varepsilon=0$, whatever the number of pi electrons.

Let $Q$ be the rotation by $\theta=2\pi/n$ about the $x$ axis. Symmetry of the density means $\rho(Q\mathbf r)=\rho(\mathbf r)$. Differentiating twice with the chain rule gives $Q^{T}H(Q\mathbf r)\,Q=H(\mathbf r)$ for the Hessian $H$. A point on the axis is not moved, $Q\mathbf r=\mathbf r$, so multiplying by $Q$ from the left and by $Q^T$ from the right yields $H=QHQ^T$ there. Now write
\begin{equation}
Q=\begin{pmatrix}1&0\\0&R\end{pmatrix},\quad
H=\begin{pmatrix}h&\mathbf v^T\\ \mathbf v&M\end{pmatrix},\quad
R=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},
\end{equation}
where $M$ is the $2\times2$ block for $y$ and $z$. The condition splits into $R\mathbf v=\mathbf v$ and $RMR^T=M$. A plane rotation by an angle that is not a multiple of $2\pi$ leaves no nonzero vector unchanged, so $\mathbf v=0$, and the bond direction is an eigenvector of $H$.

For the block $M$, separate the mean curvature $m$ from the rest:
\begin{equation}
M=m\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}u&b\\b&-u\end{pmatrix}.
\end{equation}
The first part is unchanged by any rotation. Multiplying out $R(\cdots)R^T$ for the second part gives a matrix of the same form with
\begin{align}
u'&=u(\cos^2\theta-\sin^2\theta)-2b\sin\theta\cos\theta=u\cos2\theta-b\sin2\theta,\\
b'&=2u\sin\theta\cos\theta+b(\cos^2\theta-\sin^2\theta)=u\sin2\theta+b\cos2\theta .
\end{align}
The pair $(u,b)$ turns by $2\theta$. Invariance requires $u'=u$ and $b'=b$, two linear equations with determinant
\begin{equation}
(\cos2\theta-1)^2+\sin^22\theta=2-2\cos2\theta=4\sin^2\theta .
\end{equation}
For $n\ge3$ we have $0<\theta<\pi$, the determinant is not zero, and $u=b=0$. Then $M=mI$, $\lambda_1=\lambda_2=m$ and $\varepsilon=0$. For $n=2$, $\theta=\pi$, the determinant vanishes and $u$ and $b$ remain free. That is the case of ethylene, whose C--C bond lies on a twofold axis. In benzene no rotation axis runs along a C--C bond, so there too nothing forces $\varepsilon$ to vanish.

The full cylindrical symmetry of acetylene is therefore more than is needed; a threefold axis suffices. This changes the reading of ethane. Its zero is forced by the threefold axis and would stand whatever the electrons in the bond were doing, so it is no evidence that pi character is absent. The first and last members of the series have $\varepsilon=0$ for the same reason.

The conditions matter. The density itself must have the symmetry, which can fail for one component of a degenerate open-shell state even when the nuclei are collinear. If acetylene is bent, the axis is lost and nothing forces $\varepsilon$ to vanish. The longitudinal curvature of acetylene is small, $\lambda_3=0.024$, so the density is nearly flat along the middle of the bond. By symmetry the midpoint is always a critical point, but the sign of this small curvature depends on the basis. In Hartree--Fock with 6-31G* and cc-pVTZ it is $-0.078$ and $-0.121$, the midpoint is a local maximum of the density, and bond points lie $0.30$ and $0.26$ bohr to either side of it. There each lift is $0.71$ instead of $0.547$, and the one-pair ellipticity is $1.25$ and $1.01$ instead of $0.876$. The proof still applies to these points, since it holds at every point of the axis, and $\varepsilon=0$ there as well.

\section{Ellipticity without a pi bond, and what may be read from it}

Cyclopropane shows the opposite failure. Its bond point lies $0.105$ bohr outside the straight C--C line ($0.087$ bohr in the cc-pVTZ basis), and no axis of order three or more runs along the bond, so the theorem is silent. The ellipticity, $0.480/0.317-1=0.51$, exceeds that of ethylene, but the soft axis is $y$, in the ring plane. A pi pair with its node in that plane would soften $z$ instead. Here the value alone would mislead, while its axis shows that an out-of-plane pi pair is not the cause.

For a planar molecule with soft axis $z$, $\varepsilon=\lambda_y/(K_z+L_z)-1$, and at fixed $\lambda_y$ and $K_z$
\begin{equation}
\frac{d\varepsilon}{dL_z}=-\frac{\lambda_y}{(K_z+L_z)^2}>0 ,
\end{equation}
because $\lambda_y<0$. In this restricted setting a larger pi lift does mean a larger ellipticity. The lift, however, is not the bond order. In the H\"uckel picture, with one pi electron per atom, overlap neglected and only the two bonded atoms counted, the pi density is $\phi_1^2+\phi_2^2+2p\,\phi_1\phi_2$. If each atomic orbital has slope $g$ along $z$ at the midpoint, then
\begin{equation}
L_z=2\left(g^2+g^2+2p\,g^2\right)=4g^2(1+p).
\end{equation}
The lift does not vanish at $p=0$, and it depends on bond length through $g$. The computed lifts, $0.228$ for benzene and $0.359$ for ethylene, mix both influences.

Ellipticity is thus a measure of how unequal the two perpendicular curvatures are at the bond point, that is, of the elliptical, second-order departure of the density from roundness there; patterns of higher order around the axis do not register in it, such as the sixfold one of staggered ethane in the plane through the bond point, where the inversion centre removes the threefold part. It can support a statement about pi bonding when the soft axis is perpendicular to the nodal plane of the pi orbitals and the bonds compared have similar frameworks and the same site symmetry. On an axis of order three or more it carries no information about pi bonding, and the order must be sought elsewhere, for example in the orbitals or the density matrix. The full set of computed values is given in the numerical output.

\section*{Computed results}
\begin{verbatim}
Level: RHF/6-311G**, density fitting; curvatures in e/bohr^5
ethane: CC 1.53 A, CH 1.09 A, HCC angle 111.0 deg, E = -79.2516 hartree
  bond point x = 0.000, y = 0.000 bohr; rho = 0.2502 e/bohr^3
  lambda1 = -0.4724, lambda2 = -0.4724, lambda3 = 0.2807
  ellipticity = 0.0000, soft axis = none
benzene: CC 1.40 A, CH 1.08 A, HCC angle 120.0 deg, E = -230.7526 hartree
  bond point x = 0.000, y = 0.004 bohr; rho = 0.3156 e/bohr^3
  lambda1 = -0.6725, lambda2 = -0.5447, lambda3 = 0.2425
  ellipticity = 0.2347, soft axis = z
ethylene: CC 1.33 A, CH 1.08 A, HCC angle 121.5 deg, E = -78.0544 hartree
  bond point x = 0.000, y = 0.000 bohr; rho = 0.3510 e/bohr^3
  lambda1 = -0.7760, lambda2 = -0.5470, lambda3 = 0.1865
  ellipticity = 0.4188, soft axis = z
acetylene: CC 1.20 A, CH 1.06 A, HCC angle 180.0 deg, E = -76.8405 hartree
  bond point x = 0.000, y = 0.000 bohr; rho = 0.4084 e/bohr^3
  lambda1 = -0.6246, lambda2 = -0.6246, lambda3 = 0.0238
  ellipticity = 0.0000, soft axis = none
cyclopropane: CC 1.50 A, CH 1.08 A, HCH angle 114.0 deg, E = -117.0884 hartree
  bond point x = 0.000, y = 0.105 bohr; rho = 0.2465 e/bohr^3
  lambda1 = -0.4797, lambda2 = -0.3170, lambda3 = 0.2642
  ellipticity = 0.5134, soft axis = y
Pi order (ethane: no pi set in Hueckel theory) and out-of-plane curvature:
  benzene: Coulson 0.6667, sum p^2 0.4444, Mayer pi 0.4494
    z: without pi_z -0.7726 + lift 0.2279 = -0.5447; y total -0.6725
  ethylene: Coulson 1.0000, sum p^2 1.0000, Mayer pi 0.9803
    z: without pi_z -0.9058 + lift 0.3589 = -0.5470; y total -0.7760
  acetylene: Coulson 2.0000, sum p^2 2.0000, Mayer pi 1.9760
    z: without pi_z -1.1718 + lift 0.5471 = -0.6246; y total -0.6246
Ethylene y: core -0.9397 + lift from in-plane CH2 orbitals 0.1637
Acetylene lifts: y 0.5471, z 0.5471
Acetylene, pi_y pair deleted: y -1.1718, z -0.6246, ellipticity 0.8760
Acetylene midpoint: curvature along bond 0.0238
Free parameters of perpendicular Hessian, axis order n: n=2: 3, n=3: 1, n=4: 1, n=5: 1, n=6: 1
\end{verbatim}
